# Phase separation of a mean-field Frumkin suppressor layer

In copper plating of vias, a suppressor adsorbed on the metal slows deposition. Filling from the bottom is helped if the rim of the via is densely covered while the bottom stays nearly bare. A difference in suppressor supply between rim and bottom can cause such a contrast. Attraction between adsorbed molecules could sharpen it, because a layer of intermediate coverage may then break up into dense and dilute regions. The question is how strong the attraction must be, and at what coverage the separation first appears.

Take a surface of $M$ equivalent sites, each able to hold at most one suppressor molecule. With $N$ molecules adsorbed, the coverage is $\theta=N/M$. Each site has $z$ neighbours, and each pair of occupied neighbours lowers the energy by $w>0$. The temperature $T$ is fixed, and the layer is taken to be in equilibrium. The mean-field assumption is that the molecules are placed at random, in spite of their attraction.

The number of placements is $M!/[N!(M-N)!]$. With Stirling's approximation, $\ln M!\approx M\ln M-M$, the terms without logarithms cancel, and the logarithm of this number is

$$
M\ln M-N\ln N-(M-N)\ln(M-N).
$$

Put $N=\theta M$. The terms in $\ln M$ cancel as well, since $M-\theta M-(1-\theta)M=0$, and what remains is

$$
\frac{S}{k}=-M\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].
$$

For the energy, note that the lattice has $zM/2$ neighbour pairs, the half preventing double counting. In a random placement the first site of a pair is occupied with probability $N/M$, and the second then with probability $(N-1)/(M-1)$. The mean number of occupied pairs is therefore

$$
\frac{zM}{2}\,\frac{N(N-1)}{M(M-1)}\;\longrightarrow\;\frac{zM\theta^2}{2}
$$

for a large surface. As a check of the count, a periodic triangular lattice of 16 sites with 6 molecules has 48 neighbour pairs. The formula before the limit gives $48\times 30/240=6$, and averaging over every placement also gives 6.0000.

Let $\varepsilon$ be the free energy of binding one isolated molecule to its site, and define the dimensionless attraction

$$
g=\frac{zw}{kT}.
$$

The free energy of the layer is then $F=M(\varepsilon\theta+kT f)$, with

$$
f(\theta)=\theta\ln\theta+(1-\theta)\ln(1-\theta)-\frac{g\theta^2}{2}.
$$

The chemical potential is $\mu=\partial F/\partial N$ at fixed $M$. Because $d\theta=dN/M$, this equals $\varepsilon+kTf'(\theta)$. The constants $+1$ and $-1$ from differentiating the two logarithmic terms cancel, so

$$
f'(\theta)=\ln\frac{\theta}{1-\theta}-g\theta.
$$

In a dilute bath of concentration $c$ the chemical potential is $\mu_0+kT\ln(c/c_0)$, where $c_0$ is the reference concentration. Equating the two, and collecting the constants in $K=c_0^{-1}\exp[(\mu_0-\varepsilon)/kT]$, gives $f'(\theta)=\ln(Kc)$, or

$$
Kc=\frac{\theta}{1-\theta}\,e^{-g\theta}.
$$

This is the Frumkin isotherm. A positive $g$ means attraction: a given coverage is then reached at a lower concentration. At small coverage $\theta\approx Kc$, so $K$ is the binding constant of an isolated molecule.

Now ask whether a uniform layer can lower its free energy by splitting. Let half the area change its coverage to $\theta+\delta$ and the other half to $\theta-\delta$. The number of molecules is unchanged, so the binding term is unchanged too. If the energy of the boundary is neglected, which is justified for large domains, the change per site in units of $kT$ is

$$
\frac{f(\theta+\delta)+f(\theta-\delta)}{2}-f(\theta)
=\frac{f''(\theta)}{2}\delta^2+O(\delta^4).
$$

A negative curvature makes the uniform layer unstable. Differentiating $f'$ once more,

$$
f''(\theta)=\frac1\theta+\frac1{1-\theta}-g=\frac{1}{\theta(1-\theta)}-g.
$$

The first term comes from the entropy and resists separation. Completing the square gives

$$
\theta(1-\theta)=\frac14-\left(\theta-\frac12\right)^2,
$$

so this product has its largest value, $1/4$, at $\theta=1/2$ and nowhere else. The entropy term is therefore smallest there, with the value 4. As $g$ is raised from zero, the curvature first vanishes at

$$
g_c=4,\qquad \theta_c=\frac12,\qquad zw=4kT.
$$

The isotherm gives the corresponding concentration, $Kc=e^{-4/2}=e^{-2}\approx0.135$. If the isotherm is written with $e^{-2a\theta}$, then $a=g/2$ and the critical value is $a=2$. In a full layer each molecule has a share $zw/2$ of the pair energy, so the critical cohesive energy per molecule is $2kT$.

This argument compares neighbouring coverages. To exclude separation into widely different phases for $g\le4$, observe that $f''$ is then positive, except at the single point $\theta=1/2$ when $g=4$. Hence $f'$ increases strictly, and $f$ lies above each of its tangents except at the point of contact. Let fractions $x_1$ and $x_2$ of the surface have different coverages $\theta_1$ and $\theta_2$, with mean $\theta$. Then

$$
f(\theta_i)>f(\theta)+f'(\theta)(\theta_i-\theta),\qquad i=1,2.
$$

Multiply by $x_i$ and add. The linear terms cancel because $x_1\theta_1+x_2\theta_2=\theta$, which leaves $x_1f(\theta_1)+x_2f(\theta_2)>f(\theta)$. Every such split costs free energy, and the layer stays uniform.

For $g>4$ the curvature is negative where $\theta(1-\theta)>1/g$. Solving $\theta^2-\theta+1/g=0$ gives the stability limits

$$
\theta_\pm=\frac12\left(1\pm\sqrt{1-\frac4g}\right).
$$

They close on one half as $g$ falls to 4. They are not the coverages of the separated phases, which follow from the common tangent to $f$. To find it, add the linear function $g\theta/2$:

$$
h(\theta)=f(\theta)+\frac{g\theta}{2}
=\theta\ln\theta+(1-\theta)\ln(1-\theta)+\frac g2\theta(1-\theta).
$$

A linear addition changes the slope of a common tangent but not its points of contact. The function $h$ is symmetric under $\theta\to1-\theta$, which suggests writing $\theta=(1+m)/2$. Its slope becomes

$$
h'(\theta)=\ln\frac{1+m}{1-m}-\frac{gm}{2}
=2\,\mathrm{artanh}\,m-\frac{gm}{2}.
$$

Setting this to zero gives

$$
m=\tanh\frac{gm}{4}.
$$

As a function of $m$, the slope $h'$ has the derivative $2/(1-m^2)-g/2$. For $g>4$ this is negative at $m=0$ and increases with $m$. Thus $h'$ starts at zero, falls, then rises without limit as $m\to1$, and crosses zero at one positive $m$. There $h$ has a minimum, and by symmetry an equally deep one lies at $-m$. A horizontal line touches $h$ at both. The coexisting coverages are therefore $(1-m)/2$ and $(1+m)/2$, where $m$ is their difference. The tangent to $f$ has slope $-g/2$, and since $f'=\ln(Kc)$, coexistence occurs at

$$
Kc^*=e^{-g/2}.
$$

Just above the critical point $m$ is small, and $\mathrm{artanh}\,m\approx m+m^3/3$. Equating this to $gm/4$ and dividing by $m$ gives $m^2/3=(g-4)/4$, hence

$$
m\approx\frac{\sqrt{3(g-4)}}{2}.
$$

The two phases thus become alike continuously. At $g=4.01$ this law gives 0.08660, against 0.08641 from the full equation.

Stirling's approximation can be tested with a finite system in which random mixing is built into the energy. Let every pair of sites attract with strength $gkT/(M-1)$, so that a site's total attraction is again $gkT$. At $Kc=e^{-g/2}$ the ratio of the probabilities of $N+1$ and $N$ molecules has the logarithm

$$
\ln\frac{M-N}{N+1}+\frac{gN}{M-1}-\frac g2.
$$

For even $M$ and $N=M/2-1$ this is $\ln(1+2/M)-g/[2(M-1)]$. It changes sign, and the central peak of the distribution turns into a dip, at

$$
g=2(M-1)\ln\left(1+\frac2M\right)\approx4-\frac8M.
$$

For 4000 sites the estimate is 3.998, and counting the peaks of the whole distribution gives 3.9980. The limit of a large surface is 4.

How the separation shows itself depends on what is held fixed. At fixed mean coverage between the two coexisting values, the equilibrium layer consists of domains of both phases. Between a coexisting coverage and the nearer stability limit, a uniform layer is still metastable, and separation must begin with a sufficiently large fluctuation. In contact with a bath of fixed concentration, the quantity to be minimized is instead

$$
\omega=f(\theta)-\theta\ln(Kc).
$$

At a minimum, $\omega$ changes with $\ln(Kc)$ at the rate $-\theta$, because the contribution from the shift of the minimum vanishes. The dense phase therefore gains more from a rise in concentration. The two phases are equal at $c^*$; above it the dense one is stable, below it the dilute one. Either may persist as a metastable layer until its stability limit is reached, which allows hysteresis.

For a worked example, consider a polyether suppressor in an acid copper bath at 298.15 K, where $kT=25.69$ meV. The critical total attraction is

$$
zw=4\times25.69\ \text{meV}\approx102.8\ \text{meV},
$$

or 9.92 kJ/mol. With $z=6$ this is 17.1 meV per pair. Choose $w=35$ meV, so that $zw=210$ meV and $g=210/25.69\approx8.17$, about twice the critical value. The tanh equation gives $m=0.961$, and the phases have coverages 0.019 and 0.981. A numerical construction of the common tangent, made without the tanh equation, gives the same values to this accuracy.

With $K=1000$ L/mol, coexistence lies at

$$
c^*=\frac{e^{-8.174/2}}{1000\ \text{L/mol}}\approx16.8\ \mu\text{mol/L}.
$$

For a molar mass of 3000 g/mol this is about 50 mg/L. A polyether of this mass has dozens of repeat units, so assigning it to one site is an idealization; the effect of size is taken up below. The stability limits are $\theta_-=0.143$ and $\theta_+=0.857$. Inserted in the isotherm, they show that the dilute layer loses its stability above 52 µmol/L and the dense layer below 5.4 µmol/L.

A bath at 30 µmol/L lies between these limits, and the isotherm then has three solutions: 0.040, 0.357 and 0.990. The middle one is unstable. The dense one has the lowest $\omega$, but in mean field a surface that starts bare can remain at 4% coverage until a dense domain forms. Conversely, a surface that is already dense can stay so while the local concentration falls below 16.8 µmol/L, at most down to 5.4 µmol/L in this model. These limits belong to mean field. With short-range attraction, fluctuations can create small domains of the stable phase, and the layer may then switch well before a limit is reached, so the real range of hysteresis can be much narrower. On a triangular lattice with the example's $w$, updated site by site, a bare surface at 30 µmol/L fills within about ten updates per site without pausing near 4%, and even at 20 or 14 µmol/L the unfavoured phase lasts only one or two hundred updates. If the concentration falls across $c^*$ between the rim and the bottom of a via, the two can still hold different phases.

One doubt about these numbers concerns random mixing. Molecules with short-range attraction gather in small clusters even within a uniform layer, and the model ignores this. The critical coverage nevertheless stays at one half on a lattice with pair attraction. Let $n_i$ be 1 on a filled site and 0 on an empty one. If filled and empty sites are exchanged, each pair term becomes

$$
(1-n_i)(1-n_j)=1-n_i-n_j+n_in_j.
$$

Summed over neighbour pairs, the extra terms are a constant and a multiple of $N$. Neither affects which phases coexist at a given mean coverage. Coexisting coverages therefore come as $\theta$ and $1-\theta$, and they can merge at one half alone.

The critical attraction, however, does change. It can be estimated on long triangular strips of width $L$, built up row by row, with the two edges joined so that every site has six neighbours. The concentration is set to $Kc=e^{-g/2}$, where filled and empty sites are equivalent and the mean coverage is one half. A transfer matrix holds the statistical weight of each row next to each possible predecessor. If its two largest eigenvalues are $\lambda_0$ and $\lambda_1$, correlations decay along the strip as $(\lambda_1/\lambda_0)^s$ after $s$ rows, so their range is $\xi_L=1/\ln(\lambda_0/\lambda_1)$ rows. At the critical point of the unlimited lattice the width is the one large length left, and $\xi_L/L$ should become independent of $L$. Equating this ratio for widths 6 and 7 gives $g=6.591$, in agreement with the known value $6\ln3\approx6.592$.

Nearest-neighbour attraction on this lattice must thus reach 28.2 meV per pair, not 17.1 meV. The mean-field threshold is too low by about 39% of the lattice value. Between these two strengths mean field predicts a separation that the lattice does not have. The example, at 35 meV, lies above both. If $w$ is held constant while the temperature is raised, its separation ends at 609 K in mean field but at 370 K on the lattice. Both are formal values for an aqueous bath, the first lying far above its boiling point. The second figure still exceeds the bath temperature, by a much smaller margin. At 298.15 K the coexisting coverages on the lattice are 0.028 and 0.972 rather than 0.019 and 0.981.

The value one half also depends on the size of the molecule. Suppose each molecule covers $n$ sites, and let $\theta$ be the fraction of sites covered. When $k$ molecules are already in place, the next has $M-nk$ choices for its first segment. In random mixing each of its other $n-1$ segments finds a free site with probability $1-nk/M$. The number of ways to add it is therefore proportional to $M(1-nk/M)^n$. Multiply these numbers for all $N=\theta M/n$ molecules, divide by $N!$ because they are alike, and take the logarithm. With $t=nk/M$, the sum over $k$ becomes

$$
n\sum_k\ln\left(1-\frac{nk}{M}\right)\approx M\int_0^\theta\ln(1-t)\,dt
=-M\left[(1-\theta)\ln(1-\theta)+\theta\right].
$$

The remaining part, $N\ln M-\ln N!\approx-N\ln(\theta/n)+N$, contributes $-M(\theta/n)\ln\theta$ and terms linear in $\theta$. Linear terms do not affect the curvature. Keeping the attraction energy $-g\theta^2/2$ per site in units of $kT$, one finds

$$
f''=\frac{1}{n\theta}+\frac{1}{1-\theta}-g.
$$

The entropy part is least where $1/(n\theta^2)=1/(1-\theta)^2$, that is, where $1-\theta=\sqrt n\,\theta$. Hence

$$
\theta_c=\frac{1}{1+\sqrt n},\qquad
g_c=\frac{1+\sqrt n}{n}+\frac{1+\sqrt n}{\sqrt n}
=\left(1+\frac1{\sqrt n}\right)^2.
$$

For $n=1$ the earlier result returns. For $n=4$ this count moves the critical point to $\theta_c=1/3$ and $g_c=2.25$. The count treats the segments as independent, so that one molecule blocks $n^2=16$ positions of the next. On the triangular lattice a compact rhombus blocks about 10 on average and a straight rod 13. With the actual entropy of such shapes and the same energy term, the threshold is nearer $g=1.8$ at $\theta\approx0.34$ for rhombi and $g=2.0$ at $\theta\approx0.4$ for rods, so the numbers depend on shape. The filled–empty symmetry is lost, because a large molecule and a single empty site are no longer interchangeable.

Plating also breaks the assumption of equilibrium, since growing copper can bury suppressor. Let adsorption have the rate $k_ac(1-\theta)$, desorption $k_d\theta e^{-g\theta}$ and incorporation $k_i\theta$. The attraction is assumed to slow desorption alone, $k_i$ is taken independent of coverage, and $c$ is the concentration at the surface. With $K=k_a/k_d$ and $r=k_i/k_d$, the steady state obeys

$$
Kc=\frac{\theta}{1-\theta}\left(e^{-g\theta}+r\right).
$$

Several uniform states can exist at one concentration if the right side falls with $\theta$ somewhere. Its logarithmic derivative is

$$
\frac{1}{\theta(1-\theta)}-\frac{g e^{-g\theta}}{e^{-g\theta}+r},
$$

which is negative when

$$
r<R(\theta)=e^{-g\theta}\left[g\theta(1-\theta)-1\right].
$$

The largest value of $R$ follows from

$$
R'(\theta)=g e^{-g\theta}(1-\theta)(2-g\theta).
$$

For $g>2$ the maximum is at $\theta=2/g$, and inserting it gives the condition

$$
r<e^{-2}\left(1-\frac4g\right).
$$

Without incorporation this is again $g>4$. With it, the threshold rises to $g=4/(1-e^2r)$ for $r<e^{-2}$, and the coverage at the threshold, $2/g=(1-e^2r)/2$, drops below one half. In the example the limit is $r=0.069$: incorporation at 7% of the desorption rate constant of an isolated molecule removes the multiple states, at a coverage near 0.24. This kinetic result concerns uniform steady states; the common tangent no longer decides between them. It also depends on the constant $k_i$. The suppressor slows the growth that buries it, and if $k_i\propto1-\theta$ the condition becomes $r<R/(1-\theta)^2$, which raises the limit in the example to about 0.13. If, in addition, the buried suppressor must be resupplied by diffusion, the bulk concentration acquires a term proportional to $\theta(1-\theta)$, and when this term is large several steady states appear even without attraction.

The molar mass, the bath concentration of 30 µmol/L, or 90 mg/L, and the values of $w$ and $K$ are illustrative, not measured, so the example does not establish that a real layer separates. Real suppressors are flexible chains that act together with chloride and are displaced by accelerators, none of which is in the model. Of the effects estimated here, short-range correlations raise the critical $g$ from 4 to 6.59, a size of four sites lowers the critical coverage to between about one third and 0.4 depending on shape, and incorporation with a constant rate coefficient at fixed surface concentration can remove the multiple states, although incorporation coupled to growth and limited supply can also create them. The condition $zw>4kT$ is thus a criterion for equilibrium layers of one-site molecules in mean field, not a design rule for a bath. The numerical output lists the values used.

## Calculated quantities

```
temperature: 298.15 K
thermal energy kT: 25.69 meV
neighbours z: 6
attraction per pair w: 35.0 meV
total attraction zw: 210.0 meV
example g: 8.174
binding constant K: 1000 L/mol
molar mass: 3000 g/mol
bath concentration: 30.0 umol/L
bath concentration: 90.0 mg/L
pair test, sites and molecules: 16, 6
pair test, enumerated mean pairs: 6.0000
pair test, random-placement formula: 6.0000
critical g from isotherm scan: 4.000000
critical coverage from scan: 0.5001
critical g, finite sum with 4000 sites: 3.9980
critical Kc: 0.1353
critical zw: 102.77 meV
critical zw: 9.92 kJ/mol
critical w, mean field: 17.13 meV
coverage difference m: 0.9614
dilute coexisting coverage: 0.0193
dense coexisting coverage: 0.9807
hull dilute and dense coverages: 0.0192, 0.9808
finite-sum peak coverages: 0.0190, 0.9810
near-critical test g: 4.01
near-critical m, solved and law: 0.08641, 0.08660
lower stability-limit coverage: 0.1427
upper stability-limit coverage: 0.8573
coexistence concentration: 16.79 umol/L
coexistence concentration: 50.4 mg/L
dense phase lost below: 5.44 umol/L
dilute phase lost above: 51.85 umol/L
bath: dilute metastable coverage: 0.0399
bath: unstable coverage: 0.3570
bath: dense stable coverage: 0.9899
triangular critical g, strips: 6.5911
triangular critical g, 6 ln 3: 6.5917
triangular critical w, strips: 28.22 meV
critical temperature, mean field: 609 K
critical temperature, strips: 370 K
large molecule, sites covered: 4
large molecule, critical coverage: 0.3333
large molecule, critical g: 2.2500
incorporation ratio limit, scan: 0.06910
incorporation ratio limit, formula: 0.06910
coverage at incorporation limit: 0.2446
```
